# The London Dispersion Energy of Two Neutral Atoms from Oscillator Strengths: test program

```python
"""
Result under test: two neutral atoms with spherical ground states attract as
  E = -C6/R^6,
  C6 = (3/2) sum_mn fA_m fB_n / (wA_m wB_n (wA_m + wB_n)),
where w are excitation energies and f are dipole oscillator strengths summed
over degenerate final states. R is the nuclear distance along z.
The dipole coupling is W/R^3 with W = x1 x2 + y1 y2 - 2 z1 z2.
Hartree atomic units are used unless a printed label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import eval_genlaguerre, roots_laguerre


def c6_double_sum(wa, fa, wb, fb):
    wa, fa, wb, fb = map(np.atleast_1d, (wa, fa, wb, fb))
    denominator = np.outer(wa, wb) * (wa[:, None] + wb[None, :])
    return 1.5 * np.sum(np.outer(fa, fb) / denominator)


# Symbolic expansion of the four Coulomb terms, one electron per atom.
x1, y1, z1, x2, y2, z2, eps, t = sp.symbols("x1 y1 z1 x2 y2 z2 eps t")
root_series = sp.series((1 + t)**sp.Rational(-1, 2), t, 0, 4).removeO()


def inverse_distance(dx, dy, dz):
    """R/|R ez + d| as a polynomial, correct through eps^3, eps = 1/R."""
    small = 2 * eps * dz + eps**2 * (dx**2 + dy**2 + dz**2)
    return sp.expand(root_series.subs(t, small))


scaled_v = sp.expand(1 + inverse_distance(x2 - x1, y2 - y1, z2 - z1)
                     - inverse_distance(x2, y2, z2)
                     - inverse_distance(-x1, -y1, -z1))
orders = [scaled_v.coeff(eps, k) for k in range(4)]
assert orders[0] == 0 and orders[1] == 0
assert sp.expand(orders[2] - (x1*x2 + y1*y2 - 2*z1*z2)) == 0
inversion = {v: -v for v in (x1, y1, z1, x2, y2, z2)}
assert orders[3] != 0
assert sp.expand(orders[3].subs(inversion, simultaneous=True) + orders[3]) == 0

# Many-electron neutral atoms: exact point-charge energy against W/R^3.
rng = np.random.default_rng(4)
electrons_a = rng.normal(size=(2, 3))
electrons_b = rng.normal(size=(3, 3))
charges_a = np.array([2.0, -1.0, -1.0])
charges_b = np.array([3.0, -1.0, -1.0, -1.0])
points_a = np.vstack([np.zeros(3), electrons_a])
points_b = np.vstack([np.zeros(3), electrons_b])
sum_a, sum_b = electrons_a.sum(axis=0), electrons_b.sum(axis=0)
w_many = np.dot(np.array([1.0, 1.0, -2.0]), sum_a * sum_b)


def point_charge_energy(distance):
    shift = np.array([0.0, 0.0, distance])
    separation = points_b[None, :, :] + shift - points_a[:, None, :]
    return np.sum(np.outer(charges_a, charges_b)
                  / np.linalg.norm(separation, axis=2))


expansion_errors = [R**3 * point_charge_energy(R) - w_many
                    for R in (500.0, 1000.0)]
assert abs(expansion_errors[1]) < 0.1
assert abs(expansion_errors[0] / expansion_errors[1] - 2) < 0.1


# Hydrogen p-wave spectrum in the basis r^2 exp(-r) L_j^4(2r).
def hydrogen_spectrum(size):
    x, weight = roots_laguerre(60)
    r, weight = x / 2, weight / 2
    values, slopes = [], []
    for j in range(size):
        p = eval_genlaguerre(j, 4, x)
        dp = -2 * eval_genlaguerre(j - 1, 5, x) if j else np.zeros_like(x)
        u = r**2 * p
        du = (2*r - r**2) * p + r**2 * dp
        norm = np.sqrt(np.sum(weight * u**2))
        values.append(u / norm)
        slopes.append(du / norm)
    u, du = np.array(values), np.array(slopes)
    overlap = (u * weight) @ u.T
    hamiltonian = (0.5 * (du * weight) @ du.T
                   + (u * weight * (1/r**2 - 1/r)) @ u.T)
    energies, vectors = eigh(hamiltonian, overlap)
    radial_dipole = vectors.T @ (u @ (weight * r * 2*r))
    w = energies + 0.5
    return w, 2 * w * radial_dipole**2 / 3


basis_sizes = [1, 2, 3, 5, 10, 20]
c6_table = []
for size in basis_sizes:
    w_h, f_h = hydrogen_spectrum(size)
    c6_table.append(c6_double_sum(w_h, f_h, w_h, f_h))
c6_h = c6_table[-1]
assert np.all(np.diff(c6_table) > -1e-9)
assert abs(c6_table[-1] - c6_table[-2]) < 1e-5
strength_sum = np.sum(f_h)
z_squared = np.sum(f_h / (2*w_h))
r_nodes, r_weights = roots_laguerre(20)
z_squared_direct = np.sum(r_weights/2 * 4 * (r_nodes/2)**4) / 3
assert abs(strength_sum - 1) < 1e-9
assert abs(z_squared - z_squared_direct) < 1e-9
mean_w = np.sum(f_h) / (2*z_squared)
lower_bound = 6 * z_squared**2 / (2*mean_w)
upper_bound = 6 * z_squared**2 / (2*w_h[0])
assert lower_bound < c6_h < upper_bound


# Hydrogen C6 from a radial finite-difference grid, without basis functions.
def c6_on_grid(step, box=25.0):
    r = step * np.arange(1, int(round(box/step)))
    energies, vectors = eigh_tridiagonal(
        1/step**2 + 1/r**2 - 1/r, np.full(len(r)-1, -0.5/step**2))
    dipole = vectors.T @ (r * 2*r*np.exp(-r)) * np.sqrt(step)
    w = energies + 0.5
    f = 2*w*dipole**2/3
    return c6_double_sum(w, f, w, f)


coarse, fine = c6_on_grid(0.05), c6_on_grid(0.025)
c6_grid = (4*fine - coarse) / 3
# The extrapolation removes the step^2 error; higher powers remain.
assert abs(c6_grid - c6_h) < 2e-3


# Exact bound p states of hydrogen, integrated by Gauss-Laguerre quadrature.
def bound_strength(n):
    s, weight = roots_laguerre(n + 5)
    r = s*n/2
    norm = np.sum(weight*n/2 * r**4 * eval_genlaguerre(n-2, 3, s)**2)
    r = s/(1 + 1/n)
    integral = np.sum(weight/(1 + 1/n) * 2*r**4
                      * eval_genlaguerre(n-2, 3, 2*r/n))
    w = 0.5*(1 - 1/n**2)
    return w, 2*w*integral**2/(3*norm)


w_bound, f_bound = np.array([bound_strength(n) for n in range(2, 41)]).T
assert abs(f_bound[0] - 2**13/3**9) < 1e-10
assert abs(w_h[0] - w_bound[0]) < 1e-6
assert abs(f_h[0] - f_bound[0]) < 1e-5
c6_2p = c6_double_sum(w_bound[0], f_bound[0], w_bound[0], f_bound[0])
c6_bound_20 = c6_double_sum(w_bound[:19], f_bound[:19],
                            w_bound[:19], f_bound[:19])
c6_bound_40 = c6_double_sum(w_bound, f_bound, w_bound, f_bound)
tail_strength = f_bound[-1] * 40 / 2
assert 0 < c6_bound_40 - c6_bound_20 < 0.03
assert c6_bound_40 < c6_h

# One-atom matrices from three-dimensional quadrature: 1s and Cartesian p.
s, ws = roots_laguerre(30)
cosine, wc = np.polynomial.legendre.leggauss(8)
phi = 2*np.pi*np.arange(12)/12
rr, cc, pp = np.meshgrid(s/2, cosine, phi, indexing="ij")
sine = np.sqrt(1 - cc**2)
xyz = np.array([rr*sine*np.cos(pp), rr*sine*np.sin(pp), rr*cc]).reshape(3, -1)
r = rr.ravel()
volume = (ws[:, None, None]/2 * wc[None, :, None] * 2*np.pi/12
          * rr**2).ravel()
functions = [np.ones_like(r)/np.sqrt(np.pi)]
gradients = [-functions[0]*xyz/r]
for power in range(5):
    for axis in range(3):
        value = xyz[axis]*r**power
        gradient = power*xyz[axis]*r**(power-2.0)*xyz
        gradient[axis] += r**power
        functions.append(value)
        gradients.append(gradient - value*xyz/r)
functions, gradients = np.array(functions), np.array(gradients)
scale = np.sqrt(np.sum(volume*functions**2, axis=1))
functions = functions/scale[:, None]
gradients = gradients/scale[:, None, None]
overlap = (functions*volume) @ functions.T
kinetic = 0.5*sum((gradients[:, i]*volume) @ gradients[:, i].T
                  for i in range(3))
atom_h = kinetic - (functions*volume/r) @ functions.T
atom_energy, atom_vectors = eigh(atom_h, overlap)
position = [atom_vectors.T @ ((functions*volume*xyz[i]) @ functions.T)
            @ atom_vectors for i in range(3)]
assert abs(atom_energy[0] + 0.5) < 1e-9
assert max(abs(q[0, 0]) for q in position) < 1e-9
w_five, f_five = hydrogen_spectrum(5)
for level in range(5):
    states = slice(1 + 3*level, 4 + 3*level)
    amplitudes = np.array([q[0, states] for q in position])
    expected = np.eye(3)*f_five[level]/(2*w_five[level])
    assert np.allclose(amplitudes @ amplitudes.T, expected, atol=1e-7)

# Full diagonalization of the pair Hamiltonian with the coupling W/R^3.
pair_h0 = np.diag((atom_energy[:, None] + atom_energy[None, :]).ravel())
pair_w = (np.kron(position[0], position[0]) + np.kron(position[1], position[1])
          - 2*np.kron(position[2], position[2]))


def pair_shift(distance):
    lowest = np.linalg.eigvalsh(pair_h0 + pair_w/distance**3)[0]
    return lowest - 2*atom_energy[0]


distance = 20.0
shift_10, shift_20 = pair_shift(10.0), pair_shift(distance)
power_law = np.log2(shift_10/shift_20)
energy_20 = -c6_h/distance**6
assert abs(shift_20/energy_20 - 1) < 2e-4
assert abs(power_law - 6) < 1e-3

# Unlike charged oscillators: exact normal modes against the double sum.
w_a, w_b = 0.5, 0.8
c6_oscillators = c6_double_sum(w_a, 1.0, w_b, 1.0)
exact_oscillators = -1.5*(w_a + w_b)
for coefficient in (1.0, 1.0, -2.0):
    coupling = coefficient/distance**3
    mode_squares = np.linalg.eigvalsh([[w_a**2, coupling],
                                       [coupling, w_b**2]])
    exact_oscillators += 0.5*np.sum(np.sqrt(mode_squares))
predicted_oscillators = -c6_oscillators/distance**6
assert abs(exact_oscillators/predicted_oscillators - 1) < 1e-4

# Conversions and the length scale on which retardation enters.
hartree_j = constants.physical_constants["Hartree energy"][0]
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_m = constants.physical_constants["Bohr radius"][0]
retardation_length = 1/constants.fine_structure/w_bound[0]

print("HYDROGEN PAIR (atomic units unless stated)")
for size, value in zip(basis_sizes, c6_table):
    print(f"C6, {size:2d} radial p functions: {value:.7f} Eh a0^6")
print(f"C6, finite-difference grid: {c6_grid:.5f} Eh a0^6")
print(f"C6 in SI units: {c6_h*hartree_j*bohr_m**6:.5e} J m^6")
print(f"Sum of oscillator strengths: {strength_sum:.8f}")
print(f"Ground-state <z^2>: {z_squared:.8f} a0^2")
print(f"Lower bound on C6: {lower_bound:.6f} Eh a0^6")
print(f"Upper bound on C6: {upper_bound:.6f} Eh a0^6")
print(f"1s-2p excitation energy: {w_bound[0]:.6f} Eh")
print(f"1s-2p oscillator strength: {f_bound[0]:.6f}")
print(f"C6 from the 2p-2p pair: {c6_2p:.5f} Eh a0^6")
print(f"Share of the 2p-2p pair: {100*c6_2p/c6_h:.2f} percent")
print(f"Bound strength, n=2 to 40: {f_bound.sum():.5f}")
print(f"Estimated bound strength, n>40: {tail_strength:.5f}")
print(f"C6 from bound pairs, n<=20: {c6_bound_20:.4f} Eh a0^6")
print(f"C6 from bound pairs, n<=40: {c6_bound_40:.4f} Eh a0^6")
print(f"Share of bound pairs, n<=40: {100*c6_bound_40/c6_h:.2f} percent")
print(f"Distance R: {distance:.1f} a0")
print(f"-C6/R^6: {energy_20:.6e} Eh")
print(f"-C6/R^6 converted: {energy_20*hartree_ev:.5e} eV")
print(f"Pair diagonalization at R: {shift_20:.6e} Eh")
print(f"Decay power between 10 and 20 a0: {power_law:.5f}")
print(f"Retardation length c/w(2p): {retardation_length:.1f} a0")
print("UNLIKE OSCILLATORS (unit charge and mass)")
print(f"Frequencies A and B: {w_a:.2f}, {w_b:.2f} Eh/hbar")
print(f"C6 from double sum: {c6_oscillators:.6f} Eh a0^6")
print(f"Predicted energy at R: {predicted_oscillators:.6e} Eh")
print(f"Exact normal-mode energy at R: {exact_oscillators:.6e} Eh")
print("ALL CHECKS PASSED")
```

Running it gives:

```
HYDROGEN PAIR (atomic units unless stated)
C6,  1 radial p functions: 6.0000000 Eh a0^6
C6,  2 radial p functions: 6.4821429 Eh a0^6
C6,  3 radial p functions: 6.4984440 Eh a0^6
C6,  5 radial p functions: 6.4990254 Eh a0^6
C6, 10 radial p functions: 6.4990267 Eh a0^6
C6, 20 radial p functions: 6.4990267 Eh a0^6
C6, finite-difference grid: 6.49903 Eh a0^6
C6 in SI units: 6.22180e-79 J m^6
Sum of oscillator strengths: 1.00000000
Ground-state <z^2>: 1.00000000 a0^2
Lower bound on C6: 6.000000 Eh a0^6
Upper bound on C6: 8.000000 Eh a0^6
1s-2p excitation energy: 0.375000 Eh
1s-2p oscillator strength: 0.416197
C6 from the 2p-2p pair: 2.46357 Eh a0^6
Share of the 2p-2p pair: 37.91 percent
Bound strength, n=2 to 40: 0.56453
Estimated bound strength, n>40: 0.00049
C6 from bound pairs, n<=20: 3.9056 Eh a0^6
C6 from bound pairs, n<=40: 3.9190 Eh a0^6
Share of bound pairs, n<=40: 60.30 percent
Distance R: 20.0 a0
-C6/R^6: -1.015473e-07 Eh
-C6/R^6 converted: -2.76324e-06 eV
Pair diagonalization at R: -1.015473e-07 Eh
Decay power between 10 and 20 a0: 5.99999
Retardation length c/w(2p): 365.4 a0
UNLIKE OSCILLATORS (unit charge and mass)
Frequencies A and B: 0.50, 0.80 Eh/hbar
C6 from double sum: 2.884615 Eh a0^6
Predicted energy at R: -4.507212e-08 Eh
Exact normal-mode energy at R: -4.507212e-08 Eh
ALL CHECKS PASSED
```
